# Resistance ratio and read current in ferroelectric tunnel junctions

## The argument under review

The author considers a memory cell made of a thin ferroelectric film between two metal electrodes. Reversing the polarization changes the mean height of the tunnel barrier, so the cell has a low-resistance "on" state and a high-resistance "off" state. The argument then runs as follows:

> The ratio of the off resistance to the on resistance measures how well the two states can be told apart. This ratio grows with film thickness. A 4 nm film is therefore easier to read than a 2 nm film with the same two barrier heights.

The second sentence can be proved within a simple tunnelling model. The first needs examination, because a ratio has no unit, whereas a read circuit receives a current for a limited time. The question is what happens to the difference between the two currents while their ratio grows. I answer it with the author's own comparison, keeping barrier heights, junction area and read voltage the same at both thicknesses.

## Conductance of one state

Let $\phi$ be the barrier height above the Fermi level, $d$ the film thickness and $m$ the effective mass in the barrier, taken as isotropic. I assume coherent tunnelling, zero temperature and a small read voltage $V$. The barrier is uniform over the area $A$, so the wave vector $\mathbf k$ parallel to the film is conserved.

For an electron at the Fermi energy, the wave inside the barrier decays as $e^{-qx}$. Energy conservation gives

$$
0=\phi+\frac{\hbar^2k^2}{2m}-\frac{\hbar^2q^2}{2m},
$$

and hence

$$
q^2=\kappa^2+k^2,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.
$$

Motion along the film uses up energy, so electrons with larger $k$ decay faster. The WKB transmission is $T=e^{-2qd}$; the factor 2 appears because probability is the square of amplitude.

Each transverse state contributes $(2e^2/h)T$ to the conductance, the 2 counting spin. There are $A\,d^2k/(2\pi)^2$ transverse states in $d^2k$, so the conductance per area is

$$
g=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,e^{-2qd}
=\frac{e^2}{\pi h}\int_0^\infty k\,e^{-2qd}\,dk .
$$

The angular integral supplied $2\pi$. The upper limit may be set to infinity if the electrodes offer states well beyond the narrow range of $k$ that tunnels appreciably.

At fixed $\kappa$, $q^2=\kappa^2+k^2$ gives $k\,dk=q\,dq$, and $k=0$ corresponds to $q=\kappa$. Integration by parts then yields

$$
\int_\kappa^\infty q\,e^{-2qd}dq
=\frac{\kappa e^{-2\kappa d}}{2d}+\frac{1}{2d}\int_\kappa^\infty e^{-2qd}dq
=\frac{(1+2\kappa d)e^{-2\kappa d}}{4d^2}.
$$

Therefore

$$
g=\frac{e^2}{h}\,\frac{1+2\kappa d}{4\pi d^2}\,e^{-2\kappa d}. \tag{1}
$$

The fraction is an effective number of open transverse states per area, with the two spins counted separately, and the exponential is the transmission at $k=0$.

## The author is right about the ratio

Take the logarithm of (1) and differentiate with respect to $d$ at fixed $\kappa$:

$$
\frac{d\ln g}{dd}=\frac{2\kappa}{1+2\kappa d}-2\kappa-\frac2d
=-\frac2d-\frac{4\kappa^2d}{1+2\kappa d}.
$$

Define $R=g_{\rm on}/g_{\rm off}$, which equals the off resistance divided by the on resistance. With $y=2\kappa d$, the last term above is $-y^2/[d(1+y)]$. The terms $-2/d$ cancel in the ratio, leaving

$$
\frac{d\ln R}{dd}=\frac1d\left[\frac{y_{\rm off}^2}{1+y_{\rm off}}-\frac{y_{\rm on}^2}{1+y_{\rm on}}\right].
$$

The function $y^2/(1+y)$ has derivative $(y^2+2y)/(1+y)^2>0$. Since $\phi_{\rm off}>\phi_{\rm on}$ implies $y_{\rm off}>y_{\rm on}$, the bracket is positive. The ratio rises with thickness because the off current is lost faster than the on current. Both are lost.

## What the ratio leaves out

The current difference is

$$
\Delta I=I_{\rm on}-I_{\rm off}=I_{\rm on}\left(1-\frac1R\right). \tag{2}
$$

The ratio enters through a factor that cannot exceed 1. Once $R$ is 4, even an infinite ratio would raise $\Delta I$ by no more than one third at the same on current. The factor $I_{\rm on}$ has no such protection against a thicker film.

The integral form of the conductance shows how $\Delta g=g_{\rm on}-g_{\rm off}$ must behave. The two integrals have the same integrand and differ in their lower limits, so

$$
\Delta g(d)=\frac{e^2}{\pi h}\int_{\kappa_{\rm on}}^{\kappa_{\rm off}}q\,e^{-2qd}\,dq .
$$

For $d_2>d_1$, write $e^{-2qd_2}=e^{-2qd_1}e^{-2q(d_2-d_1)}$. Throughout the interior of the interval $q>\kappa_{\rm on}$, so replacing $q$ by $\kappa_{\rm on}$ in the second factor makes it larger. It follows that

$$
\Delta g(d_2)<\Delta g(d_1)\,e^{-2\kappa_{\rm on}(d_2-d_1)}. \tag{3}
$$

With fixed heights, the difference thus falls at least exponentially while the ratio rises.

The sum over transverse states matters for this statement. For the state $k=0$ alone, the difference $e^{-2\kappa_{\rm on}d}-e^{-2\kappa_{\rm off}d}$ vanishes at $d=0$ and first grows. Setting its derivative to zero gives $e^{2(\kappa_{\rm off}-\kappa_{\rm on})d}=\kappa_{\rm off}/\kappa_{\rm on}$. For the barriers used below the maximum lies at 0.14 nm, far below any thickness considered here. Inequality (3) nevertheless fails for this state alone: from 2 to 4 nm its difference falls by $7.6\times10^5$, less than $e^{4\kappa_{\rm on}\,{\rm nm}}=9.3\times10^5$. The proof relies on the infinite upper limit in $k$. If the electrodes supply states only up to $k=0.8$ nm⁻¹ the loss is $9.0\times10^5$, still below the bound; with a cutoff of 1.6 nm⁻¹ the loss is $1.2\times10^6$ and the bound is met.

Two nearly equal barriers give a useful second limit. Let $\delta\kappa=\kappa_{\rm off}-\kappa_{\rm on}$ with $2d\,\delta\kappa\ll1$. The integral is then its integrand times $\delta\kappa$, and division by (1) gives

$$
\Delta g\simeq\frac{e^2}{\pi h}\,\kappa e^{-2\kappa d}\,\delta\kappa,\qquad
R-1\simeq\frac{\Delta g}{g}\simeq\frac{4\kappa d^2}{1+2\kappa d}\,\delta\kappa .
$$

For $2\kappa d\gg1$ the second expression becomes $2d\,\delta\kappa$. The contrast $R-1$ grows linearly with thickness, while the signal falls exponentially.

## The comparison at 2 and 4 nm

I take $\phi_{\rm on}=0.9$ eV, $\phi_{\rm off}=1.1$ eV and $m=0.5\,m_e$. The junction measures 100 nm by 100 nm, so $A=10^4$ nm², and $V=0.1$ V. The decay constants are $\kappa_{\rm on}=3.437$ nm⁻¹ and $\kappa_{\rm off}=3.799$ nm⁻¹.

For the on state at 2 nm, $2\kappa d=13.747$, and (1) gives

$$
g_{\rm on}=\frac{(3.874\times10^{-5}\ {\rm S})(14.747)\,e^{-13.747}}{4\pi(2\ {\rm nm})^2}
=1.22\times10^{-11}\ {\rm S/nm^2}.
$$

Multiplication by $AV=10^3$ nm² V gives $I_{\rm on}=12.2$ nA. At 4 nm the exponent doubles to 27.494:

$$
g_{\rm on}=\frac{(3.874\times10^{-5}\ {\rm S})(28.494)\,e^{-27.494}}{4\pi(4\ {\rm nm})^2}
=6.30\times10^{-18}\ {\rm S/nm^2},
$$

so $I_{\rm on}=6.30$ fA. The off state follows in the same way.

| | 2 nm | 4 nm |
|---|---:|---:|
| $I_{\rm on}$ | 12.2 nA | 6.30 fA |
| $I_{\rm off}$ | 3.13 nA | 0.381 fA |
| $R$ | 3.9 | 16.5 |
| $\Delta I$ | 9.04 nA | 5.92 fA |

The ratio improves by a factor of 4.3, and the difference shrinks by a factor of $1.5\times10^6$. Inequality (3) by itself guarantees a loss of more than $e^{13.747}=9.3\times10^5$.

Equation (2) separates the gain from the loss. The factor $1-1/R$ improves from 0.74 to 0.94, a gain of 1.27. Meanwhile $I_{\rm on}$ falls by $1.9\times10^6$.

The comparison fixes the voltage. Fixing the average applied field instead would allow 0.2 V at 4 nm. In linear response that doubles the thick film's signal and leaves a loss of about $8\times10^5$. At 0.2 V the tunnel current already rises faster than linearly with voltage, so the actual loss is somewhat smaller, but of the same order.

## From current to reading time

Suppose the circuit holds the cell at 0.1 V and collects its current on a 10 fF capacitor. The states are to differ by 50 mV, which requires a charge difference $Q=(10\ {\rm fF})(50\ {\rm mV})=0.50$ fC, or 3121 electrons. The waiting time is

$$
t=\frac{Q}{\Delta I}=
\begin{cases}
0.50\ {\rm fC}/9.04\ {\rm nA}=55\ {\rm ns}, & d=2\ {\rm nm},\\
0.50\ {\rm fC}/5.92\ {\rm fA}=85\ {\rm ms}, & d=4\ {\rm nm}.
\end{cases}
$$

In a fixed window of 100 ns, the 2 nm states differ by about 5600 electrons and the 4 nm states by 0.004 electron on average. The thermal noise of the capacitor at 300 K is about 40 electrons rms. The thin film clears it comfortably in that window, and the thick film does not.

The author might reply that a better amplifier would exploit the larger ratio. Consider then an ideal electron counter, with independent Poisson arrivals as the only noise. After time $t$ the mean counts differ by $\Delta I\,t/e$. The variances of the two counts add, giving $(I_{\rm on}+I_{\rm off})t/e$. If the mean difference is to be $z$ standard deviations, then

$$
z=\frac{\Delta I\,t/e}{\sqrt{(I_{\rm on}+I_{\rm off})t/e}}
\quad\Longrightarrow\quad
t=\frac{z^2e\,(I_{\rm on}+I_{\rm off})}{(\Delta I)^2}.
$$

For $z=10$ this is 3.0 ns at 2 nm and 3.1 ms at 4 nm. To see the role of the ratio, insert $I_{\rm off}=I_{\rm on}/R$:

$$
t=\frac{z^2e}{I_{\rm on}}\,\frac{1+1/R}{(1-1/R)^2}.
$$

The last fraction falls from 2.28 to 1.20, so the larger ratio saves a factor of 1.9. The smaller current costs a factor of $1.9\times10^6$. A perfect amplifier shortens both readings but does not reverse their order.

Enlarging the thick junction is another possible reply. Current is proportional to area in this model, so restoring the 2 nm signal would take $1.5\times10^4$ µm² in place of 0.01 µm². That is a square about 0.12 mm on a side.

## Leakage can hide the ratio

Let a current $I_{\rm L}$ flow in parallel with the tunnel current, equal in both states. It cancels from $\Delta I$, but the observed ratio becomes

$$
R_{\rm obs}=\frac{I_{\rm on}+I_{\rm L}}{I_{\rm off}+I_{\rm L}} .
$$

For an assumed $I_{\rm L}=1$ pA, the 2 nm ratio stays at 3.9, whereas the 4 nm ratio drops from 16.5 to 1.006. The advantage claimed for the thick film has then disappeared from the measured quantity.

The unchanged difference does not make this leakage harmless. During the 85 ms wait it delivers $(1\ {\rm pA})(85\ {\rm ms})=85$ fC, which would charge the 10 fF capacitor by 8.5 V. The desired 50 mV would sit on that background, so the circuit would have to subtract the leakage accurately.

## Where a larger ratio does help

The author's criterion has a legitimate use. Suppose time is plentiful, leakage is negligible and all cells are compared with one reference current. The limiting error may then be the relative spread between cells. The on current of the thickest cell must still exceed the off current of the thinnest one:

$$
R_{\rm worst}=\frac{g_{\rm on}(d+\delta)}{g_{\rm off}(d-\delta)}>1 .
$$

For $\delta=0.05$ nm this worst-case ratio is 1.8 at nominal 2 nm and 7.8 at nominal 4 nm. Both sets of cells remain separable, with a wider margin for the thick film.

Doubling the spread to $\delta=0.1$ nm changes the verdict. For the 2 nm film, $2\kappa_{\rm on}(2.1\ {\rm nm})=14.434$ and $2\kappa_{\rm off}(1.9\ {\rm nm})=14.438$. The exponentials nearly cancel, and (1) leaves

$$
R_{\rm worst}\simeq\frac{15.434/2.1^2}{15.438/1.9^2}\,e^{0.004}=0.82 .
$$

Some on cells now carry less current than some off cells, and no single reference current can separate them. The same calculation at 4 nm gives 3.7. With this spread the thick film is separable in principle, though slowly, and the thin film is not. The margin is narrow in both cases: $R_{\rm worst}$ falls to 1 at $\delta=0.087$ nm for the 2 nm film and at $\delta=0.187$ nm for the 4 nm film. Both values are below one unit cell of barium titanate, about 0.4 nm, so with these barrier heights a spread of half a cell already defeats both films.

Reading therefore places two demands on the cell: a ratio large enough for the relative spread, and a current difference large enough for the available time and noise. Neither can be inferred from the other.

## When the barrier heights depend on thickness

The proof of (3) held both heights fixed. In a ferroelectric film the polarization-induced shift can itself grow with thickness, which might seem to rescue the argument.

Consider a short-circuited film with polarization $P$ and relative permittivity $\varepsilon_r$. One electrode screens perfectly. The other has a screening length which, divided by its relative permittivity, equals $l$. Let $\sigma$ be the screening charge per area, $F$ the field in the film along $P$, and $s=l\sigma/\varepsilon_0$ the voltage step in the imperfect electrode. Continuity of displacement and zero total voltage require

$$
\varepsilon_0\varepsilon_rF+P=\sigma,\qquad Fd+s=0 .
$$

Substituting $F=-s/d$ and $\sigma=\varepsilon_0s/l$ into the first equation gives $P=\varepsilon_0s(1/l+\varepsilon_r/d)$, or

$$
s=\frac{P\,l\,d}{\varepsilon_0(d+\varepsilon_rl)},\qquad
\frac{s(2d)}{s(d)}=\frac{2(d+\varepsilon_rl)}{2d+\varepsilon_rl}<2 .
$$

The potential changes linearly from the full step at one face to zero at the other, so the mean barrier shifts by $\pm es/2$. Heights of 0.9 and 1.1 eV at 2 nm need $s=0.20$ V. With $P=20$ µC/cm² and $\varepsilon_r=60$, the step at 4 nm is 0.23 V, a modest increase.

At fixed $P$ and $\varepsilon_r$ the limiting case is a doubled shift, with heights of 0.8 and 1.2 eV at 4 nm. It does not save the conclusion under review. The ratio then reaches 279, yet the current difference is still $3\times10^5$ times smaller than at 2 nm. The bound of 2 does not hold if $P$ itself rises with thickness, as it does in a film near its critical thickness; the step can then grow several times over and the loss can be orders of magnitude smaller.

A much stronger shift takes the mean height out of its range of validity. For a flat on barrier $\phi_0-\alpha d$ the exponent would be proportional to $d\sqrt{\phi_0-\alpha d}$, which rises only while $\alpha d<2\phi_0/3$. The screening model, however, gives a linear profile with height $\phi_0-2\alpha d$ at one face, and at that point the face already lies below the Fermi level. At distance $u$ from the other face the height is $\phi_0-2\alpha u$, the same function for every $d$, so the exponent $\propto\int\sqrt{\phi_0-2\alpha u}\,du$ never decreases with thickness; it stops growing once $d$ exceeds $\phi_0/2\alpha$. In the doubled-shift case $\alpha d=0.2$ eV at 4 nm, the lower face stands at 0.6 eV for $\phi_0=1$ eV, and the mean height remains adequate.

## How far the numbers can be trusted

The first two corrections considered here change the absolute currents much more than they change the comparison. Matching the waves at abrupt interfaces, with the same mass throughout and a Fermi energy of 3 eV, raises both on currents about threefold. The loss of signal becomes $1.6\times10^6$. Image-force lowering, with a rough high-frequency permittivity of 5, matters more: it multiplies the on current by 14 at 2 nm and by 22 at 4 nm. The ratios become 4.5 and 20, and the loss is $1.0\times10^6$.

Temperature acts in the same direction. At 300 K the 4 nm on current is 31% above its zero-temperature value, and the loss is $1.2\times10^6$. Of the changes tried here, those of the effective mass alter the loss most. The mass enters the exponent through $\sqrt{m\phi}$, so an equal relative error in both barrier heights would matter just as much. A mass of $0.3\,m_e$ gives a loss of $6\times10^4$, and $1.0\,m_e$ gives $5\times10^8$. In each of these cases the ratio still rises with thickness.

The chosen parameters lie roughly in the regime of thin barium titanate junctions, but they do not describe a particular device. A ratio near 4 is low for such junctions, for which values of tens and above have been reported. By (2), a higher ratio at the same on current could raise the 2 nm signal by at most 35%. The read fields, 0.5 and 0.25 MV/cm, are below a rough coercive field of 3 MV/cm and a rough breakdown field of 10 MV/cm. The depolarizing field $s/d$ is 1.0 MV/cm at 2 nm, which is not small beside the coercive field; retention may therefore limit the thin film, and this model does not treat it. The model also assumes purely coherent tunnelling. In real films defects can provide other paths, and a path of only 1 pA would exceed the calculated 4 nm on current about 160 times. The value of 6 fA is thus the coherent contribution, not a forecast of the total current.

## Recommendation

The claim that the ratio increases should stay, with the conditions of fixed barrier heights, coherent tunnelling and negligible leakage stated. The inference that the 4 nm cell is easier to read should be withdrawn. In its place the author should report $I_{\rm on}$ and $I_{\rm off}$ separately, with the read voltage, area, available time, leakage and cell-to-cell spread. The numerical output below lists the values for both thicknesses.

## Calculated quantities

```
Barriers on, off: 0.9, 1.1 eV; mass 0.5 m_e
Area 0.010 um2; read voltage 0.1 V
kappa on, off: 3.4367, 3.7994 1/nm
e^2/h: 3.87405e-05 S
--- thickness 2 nm ---
2 kappa d on, off: 13.747, 15.198
g on, off: 1.2173e-11, 3.1336e-12 S/nm2
I on, off: 1.2173e-08, 3.1336e-09 A
Ratio: 3.885; difference: 9.0393e-09 A
Wait for required charge: 5.5314e-08 s
Electron difference in 100 ns: 5.6419e+03
Ideal counting time, z=10: 3.0014e-09 s
Ratio with 1 pA leakage: 3.8837
Worst ratio, d +/- 0.05 nm: 1.786
Read field: 0.500 MV/cm
--- thickness 4 nm ---
2 kappa d on, off: 27.494, 30.396
g on, off: 6.2977e-18, 3.8114e-19 S/nm2
I on, off: 6.2977e-15, 3.8114e-16 A
Ratio: 16.523; difference: 5.9165e-15 A
Wait for required charge: 8.4509e-02 s
Electron difference in 100 ns: 3.6928e-03
Ideal counting time, z=10: 3.0569e-03 s
Ratio with 1 pA leakage: 1.0059
Worst ratio, d +/- 0.05 nm: 7.809
Read field: 0.250 MV/cm
--- comparison ---
Ratio gain, 4 nm / 2 nm: 4.253
Difference collapse, 2 nm / 4 nm: 1.5278e+06
Guaranteed minimum collapse: 9.3369e+05
4 nm area restoring signal: 1.5278e+04 um2
Single-state difference peak: 0.1383 nm
Sense: 10 fF, 50 mV, 0.50 fC
Required charge: 3121 electrons
Capacitor thermal noise, 300 K: 40.2 electrons rms
--- neglected effects: R(2 nm), R(4 nm), collapse ---
exact waves: 3.584, 15.087, 1.561e+06
image force: 4.509, 19.995, 1.035e+06
barrier tilt: 3.890, 16.577, 1.518e+06
0.1 V bias: 3.902, 16.810, 1.423e+06
300 K: 3.928, 17.428, 1.240e+06
mass 0.3: 2.806, 8.599, 6.411e+04
mass 1.0: 7.072, 54.912, 4.974e+08
doubled shift: 3.885, 278.609, 3.164e+05
On-current factors versus basic model, 2 nm and 4 nm:
exact waves: 3.122, 2.985
image force: 14.111, 21.587
0.1 V bias: 1.024, 1.100
300 K: 1.063, 1.311
Over-barrier share, 4 nm on, 300 K: 2.102e-04
Polarization 20 uC/cm2; eps_r 60; l 0.01206 nm
Screening step 2, 4 nm: 0.2000, 0.2306 V
Depolarizing field 2, 4 nm: 1.000, 0.577 MV/cm
Rough coercive, breakdown: 3, 10 MV/cm
```
